\section*{Why periodic holes can increase ballistic phonon emission from a membrane}

\section*{The question}

A body at a temperature $T$ of a few millikelvin sends phonons through a straight edge into a thin, freely suspended membrane. The phonons fly away without scattering and none return. Now a periodic array of holes is cut through the membrane. There is less material to carry heat, and the holes scatter waves. Can the emitted power nevertheless rise, and if so, by how much and up to what temperature?

\section*{Mechanism: a softer membrane offers more channels}

The emitter is taken as ideal: every outgoing mode leaves it with the Planck occupation $n(\omega)=1/(e^{\hbar\omega/k_BT}-1)$. Let the edge lie along $y$ and the membrane fill $x>0$. A mode with wavevector $\mathbf k$ and group velocity $v_x=\partial\omega/\partial k_x>0$ carries energy outward, so the power per edge length $L$ is, for one branch,
\begin{equation}
\frac{P}{L}=\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,\hbar\omega\,n(\omega)\,v_x .
\label{flux}
\end{equation}
At fixed $k_y$, $v_x\,dk_x=d\omega$. The velocity therefore disappears:
\begin{equation}
\frac{P}{L}=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega)\,\frac{W(\omega)}{2\pi},
\qquad W=\tfrac12\oint|dk_y| .
\label{channels}
\end{equation}
The integral in $W$ runs around the contour of equal frequency. Its parts with $v_x>0$ and $v_x<0$ contribute equally, because $k_y$ returns to its starting value after one circuit; this explains the factor $1/2$. For a circle of radius $k$, $\oint|dk_y|=4k$ and $W=2k$.

Equation (\ref{channels}) contains the mechanism. Each value of $k_y$ is a channel carrying $\hbar\omega n\,d\omega/2\pi$, whatever its velocity. Slow phonons do leave more slowly, but in each channel they are more densely packed in frequency by the same factor. What remains is the number of channels, $W/2\pi$ per edge length. Temperature fixes the relevant frequencies. If the membrane is softened, a given frequency belongs to a shorter wavelength, the contour grows, and more channels are open.

Holes also remove mass, which acts the other way: a lighter membrane has a longer wavelength at given frequency. The outcome depends on which loss is larger.

\section*{Why softening beats mass loss}

Let $\mu$ be the mass per area of the intact membrane, $D$ its bending rigidity and $\nu$ its Poisson ratio. The material is isotropic, the membrane carries no tension, and the wavelength is long compared with the thickness $h$. For a complex deflection $w(x,y)$ of frequency $\omega$, equating peak bending and kinetic energies gives
\begin{equation}
\omega^2=\frac{D\int\left\{|\nabla^2w|^2-2(1-\nu)\left[\mathrm{Re}(w_{xx}^*w_{yy})-|w_{xy}|^2\right]\right\}dA}
{\mu\int|w|^2dA},
\label{rayleigh}
\end{equation}
where subscripts denote derivatives and both integrals cover solid material. By the Rayleigh principle, the lowest frequency at Bloch wavevector $\mathbf k$ is the minimum of this quotient over all deflections with that Bloch phase.

Try the plane wave $w=e^{i\mathbf k\cdot\mathbf r}$. Then $|\nabla^2w|^2=k^4$, and the square bracket vanishes because both its terms equal $k_x^2k_y^2$. The energy densities are uniform. With holes of area fraction $\phi$, numerator and denominator are both reduced by $1-\phi$, and
\begin{equation}
\omega_1^2(\mathbf k)\le\frac{(1-\phi)Dk^4}{(1-\phi)\mu}=\frac{D}{\mu}k^4 .
\label{bound}
\end{equation}
Removing material without letting the motion adjust leaves the frequency unchanged. But the motion does adjust. A hole edge is free and cannot support a bending moment, whereas the plane wave would require one proportional to $(\mathbf k\cdot\mathbf n)^2+\nu(\mathbf k\cdot\mathbf t)^2$, with $\mathbf n$ and $\mathbf t$ the unit normal and tangent of the edge. For $\nu>0$ this is positive. The trial wave is then not the true motion, and relaxation at the edges lowers the frequency strictly.

At wavelengths long compared with the period $a$, the membrane behaves as a uniform plate with mass $(1-\phi)\mu$ and a rigidity $D_{\rm eff}(\theta)$ that may depend on propagation direction:
\begin{equation}
\omega^2=\frac{D_{\rm eff}(\theta)}{(1-\phi)\mu}\,k^4,
\qquad D_{\rm eff}(\theta)\le(1-\phi)D .
\label{effective}
\end{equation}
The inequality is Eq.~(\ref{bound}) restated. To find $D_{\rm eff}$ itself, one imposes a unit mean curvature along $\theta$ on one cell and minimizes the bending energy over periodic corrections to the deflection. Twice the minimum energy per cell area is $D_{\rm eff}$.

More emission follows for any edge orientation. At given low frequency, the perforated membrane's contour encloses the intact circle of radius $k_0$. Along it $k_y$ must travel from at least $k_0$ to at most $-k_0$ and back, so $\oint|dk_y|\ge4k_0$ and $W\ge2k_0$. In the long-wave, tension-free limit, holes therefore do more than permit an increase of flexural emission from an ideal emitter: they enforce one. The emitter must be able to fill the added channels. A heater region made of the same intact membrane cannot, since it can feed no more channels than it has itself, and the gain is then lost.

The argument survives a full three-dimensional treatment if the holes have vertical walls. An intact guided wave has the form $\mathbf u(z)e^{i\mathbf k\cdot\mathbf r}$, whose energy densities depend only on depth $z$. Both energies again lose the factor $1-\phi$. At one $\mathbf k$, the flexural wave and the two lowest in-plane waves also remain mutually orthogonal in both energies, since each product depends only on $z$. The min--max principle then says that none of the three lowest frequencies, taken in order, is raised by the holes. Long-wave in-plane emission cannot fall either.

\section*{Formula: the fourth root}

For the intact membrane $\omega=(D/\mu)^{1/2}k^2$, hence
\begin{equation}
k(\omega)=\left(\frac{\mu}{D}\right)^{1/4}\omega^{1/2}.
\end{equation}
With $W=2k$ in Eq.~(\ref{channels}) and $x=\hbar\omega/k_BT$,
\begin{align}
\frac{P}{L}&=\frac{\hbar}{2\pi^2}\left(\frac{\mu}{D}\right)^{1/4}
\int_0^\infty\frac{\omega^{3/2}\,d\omega}{e^{\hbar\omega/k_BT}-1}\nonumber\\
&=\frac{\hbar}{2\pi^2}\left(\frac{\mu}{D}\right)^{1/4}
\left(\frac{k_BT}{\hbar}\right)^{5/2}\int_0^\infty\frac{x^{3/2}\,dx}{e^x-1}.
\end{align}
Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ gives $\Gamma(5/2)\sum_m m^{-5/2}$ for the last integral, so that
\begin{equation}
\frac{P}{L}=\frac{\hbar}{2\pi^2}\left(\frac{\mu}{D}\right)^{1/4}
\Gamma(\tfrac52)\,\zeta(\tfrac52)\left(\frac{k_BT}{\hbar}\right)^{5/2}.
\label{flexlaw}
\end{equation}
The numerical factor is $\Gamma(5/2)\zeta(5/2)=1.783$. Direct integration of Eq.~(\ref{flux}) over wavevectors confirms the root: a sixteenfold increase of $\mu/D$ doubles the power.

If the perforated membrane were isotropic, its gain at fixed temperature and thickness would be
\begin{equation}
g=\left[\frac{(1-\phi)D}{D_{\rm eff}}\right]^{1/4}
=(1-\phi)^{1/4}\left(\frac{D}{D_{\rm eff}}\right)^{1/4}\ge1 .
\label{gain}
\end{equation}
The first factor is the penalty for lost mass, the second the reward for lost rigidity. With directional rigidity the contour radius is multiplied by $g(\theta)$, and the gain is $W/2k_0$ for the new contour.

For square holes the fourth root keeps the gain small even when the structure is very open. Consider square holes separated by ligaments of width $b\ll a$, forming a grid of beams, and a wave along one set of beams. The mass fraction is about $2b/a$, as both sets contribute. Only the beams along the wave bend; each crossing beam moves with uniform height and slope and stores no energy. A narrow beam is free to contract sideways, so its rigidity per width is $(1-\nu^2)D$, and $D_{\rm eff}\approx(b/a)(1-\nu^2)D$. Thus
\begin{equation}
g\to\left(\frac{2}{1-\nu^2}\right)^{1/4},
\end{equation}
which is 1.21 for $\nu=0.25$. Half the mass is inertia without stiffness in this direction, yet the reward is about one fifth. This limit belongs to the grid, not to all hole shapes. If solid islands are joined by narrow ligaments, the mass fraction stays finite while $D_{\rm eff}$ falls in proportion to $b$, and the gain grows as $(a/b)^{1/4}$. In thin-plate theory, islands of side $0.6a$ give about 1.3 for $b=0.1a$ and 1.4 for $b=0.05a$ (not included in the output below).

The two in-plane modes have $\omega=ck$. The same steps, with $k=\omega/c$, give for each
\begin{equation}
\frac{P}{L}=\frac{\hbar}{2\pi^2c}\,2\zeta(3)\left(\frac{k_BT}{\hbar}\right)^3 .
\label{inplane}
\end{equation}
Relative to flexural emission they fade as $T^{1/2}$ on cooling. Since $1/c$ is the square root of mass over stiffness, they respond more strongly to a given change in that ratio.

\section*{The number}

Take $h=30$ nm, Young modulus 250 GPa, $\nu=0.25$ and density 3000 kg/m$^3$, rough values for silicon nitride. Square holes of side 180 nm are arranged in a square lattice of period $a=300$ nm, leaving 120 nm ligaments. The edge is parallel to a lattice axis. Then
\begin{align}
D&=\frac{(250\times10^9)(30\times10^{-9})^3}{12(1-0.25^2)}
=6.00\times10^{-13}\ {\rm N\,m},\nonumber\\
\mu&=3000\times30\times10^{-9}=9.0\times10^{-5}\ {\rm kg/m^2}.
\end{align}
At 10 mK, $k_BT/\hbar=1.309\times10^9$ s$^{-1}$ and $(\mu/D)^{1/4}=110.7$ in SI units. Equation (\ref{flexlaw}) gives $6.54\times10^{-11}$ W/m, or 65.4 aW/$\mu$m, for the intact membrane.

The holes leave a mass fraction $1-0.6^2=0.64$. Minimizing the cell energy with plate finite elements gives $D_{\rm eff}/D=0.439$ along a lattice axis and 0.469 along the diagonal, both below 0.64 as required. Along the axis,
\begin{equation}
g=(0.64)^{1/4}(0.4385)^{-1/4}=0.894\times1.229=1.099 .
\end{equation}
Mass loss alone would cost 11\%; rigidity loss alone would bring 23\%; together they give a 10\% increase. The full contour gives the same 1.099 for this edge, and 1.090 averaged over edge orientations. Doubling the element mesh in each direction changes the gain by 0.06\% and lowers the axial rigidity ratio from 0.4385 to 0.4375.

For square holes, size matters weakly. For sides of $0.2a$, $0.4a$, $0.6a$ and $0.8a$ the gains are 1.012, 1.048, 1.099 and 1.155, consistent with an approach to the grid limit of 1.21. The bound $D_{\rm eff}(\theta)\le(1-\phi)D$ was tested over all directions for these four sizes and holds.

In-plane emission changes much more. Its long-wave gain is about 1.90 for the example and 3.9 for the largest holes. The mesh used for the output below gives 1.85 and 3.7; these values are 3 to 4\% low because the sharp hole corners converge slowly. The square root explains part of this: the flexural stiffness-to-mass ratio, inserted there, would give only $1.099^2=1.21$. The remainder comes mainly from the shear modulus. In the example the stretching modulus along a lattice axis, at zero transverse strain, falls to 0.40 of its intact value, close to the bending rigidity, but the shear modulus for the lattice axes falls to 0.12. Shearing a square frame bends its ligaments within the plane, which is easy when they are narrow.

\section*{Where the increase ends}

The long-wave argument says nothing about wavelengths comparable with the period. There the power must be summed over all Bloch bands,
\begin{equation}
\frac PL=\sum_j\int_{\rm BZ}\frac{d^2k}{(2\pi)^2}\,
\frac{|v_{x,j}|}{2}\,\hbar\omega_j n(\omega_j),
\end{equation}
where the factor $1/2$ selects outgoing waves, given that $\mathbf k$ and $-\mathbf k$ have opposite velocities. A useful gauge is $ka$ at the power-weighted mean frequency. For flexural waves this mean is
\begin{equation}
\langle x\rangle=\frac{\Gamma(7/2)\zeta(7/2)}{\Gamma(5/2)\zeta(5/2)}
=\frac52\,\frac{\zeta(7/2)}{\zeta(5/2)}\approx2.1 .
\end{equation}
The flexural power, perforated over intact, is then:
\begin{center}
\begin{tabular}{ccc}
$T$ (mK) & intact $ka$ & power ratio\\
1 & 0.55 & 1.099\\
5 & 1.23 & 1.097\\
10 & 1.74 & 1.08\\
20 & 2.46 & 1.00\\
50 & 3.89 & 0.83\\
100 & 5.50 & 0.70
\end{tabular}
\end{center}
At 1 mK the band sum reproduces the long-wave gain. The flexural increase ends near 20 mK, where typical waves approach the zone boundary $ka=\pi$. At 10 and 50 mK, refining the wavevector mesh or the element mesh moves the ratio by less than 0.2\%.

The loss at higher temperature does not contradict Eq.~(\ref{bound}), which limits only the lowest band. That band's contour cannot grow beyond the Brillouin zone, while the intact membrane keeps opening channels in proportion to $k$. Emission in the perforated membrane then depends on higher bands, whose waves must pass through ligaments occupying 40\% of each period. Bragg reflection, which opens frequency gaps at fixed $k_y$, and this narrow passage both plausibly reduce the channel count; the calculation does not separate their shares.

Within thin-plate theory, and for fixed hole shape and $\nu$, the ratio depends on temperature only through $T/T_0$, with
\begin{equation}
k_BT_0=\frac{\hbar}{a^2}\left(\frac D\mu\right)^{1/2}\propto\frac{h}{a^2}.
\end{equation}
This follows from measuring length in $a$ and frequency in $(D/\mu)^{1/2}/a^2$. Here $T_0=6.93$ mK, so flexural enhancement ends near $2.9\,T_0$. A smaller period extends it to higher temperature, as long as the ligaments remain wide compared with the thickness.

At 10 mK the perforated membrane emits 70.8 aW/$\mu$m in flexural waves. The intact in-plane modes add 8.05 aW/$\mu$m. At their mean frequency, $x=3\zeta(4)/\zeta(3)\approx2.7$, the slower of them, with $c=5.8$ km/s, has $ka\approx0.2$ in the intact membrane, so the long-wave gain of 1.90 can be used. The total ratio is
\begin{equation}
\frac{70.8+1.90\times8.05}{65.4+8.05}=1.17 .
\end{equation}
At 1 mK it is 1.13: the in-plane modes, with their larger gain, have lost weight. On warming they gain weight, so the total emission stays enhanced beyond the flexural limit of 20 mK. A coarse-mesh band sum for the in-plane modes, not included in the output below, gives a total ratio of about 1.1 at 20 mK and puts the end of the total increase near 60 mK.

\section*{A second case: tension changes the answer}

Let the membrane carry a tension $N$ per length, equal in all directions. Its intact dispersion becomes
\begin{equation}
\mu\omega^2=Nk^2+Dk^4 .
\end{equation}
However small $N$ is, the first term dominates as $k\to0$. Then $k=(\mu/N)^{1/2}\omega$, and the power follows the $T^3$ form of Eq.~(\ref{inplane}) with $c=(N/\mu)^{1/2}$. The fourth-root law thus belongs to a window: cold enough for waves to be longer than the period, warm enough for bending to outweigh tension.

What do holes do below that window? Let $N_{ij}$ be the local tension. Give the membrane a mean slope $g_i$ and a periodic correction $\chi$. The cross term in the tension energy is, after integration by parts,
\begin{equation}
g_i\int N_{ij}\,\partial_j\chi\,dA
=g_i\oint N_{ij}n_j\chi\,ds-g_i\int(\partial_jN_{ij})\chi\,dA=0 .
\end{equation}
The first term vanishes at free hole edges and cancels between opposite cell sides; the second vanishes by force balance. If the flat state is stable, $\chi=0$ therefore minimizes the energy. The long-wave stiffness is the cell-averaged tension $\bar N$, which is isotropic for this lattice, and the emission gain is
\begin{equation}
g_N=\left[\frac{(1-\phi)N}{\bar N}\right]^{1/2}.
\end{equation}
What is held fixed now decides the sign. If the average tension is kept, $\bar N=N$, mass loss wins and $g_N=0.64^{1/2}=0.80$: the holes reduce emission. If instead a rigid frame keeps the stretch, perforation relaxes the tension. Applying the uniform intact strain as a trial field gives $\bar N\le(1-\phi)N$, so $g_N\ge1$ and softening prevails again.

\section*{Against a real membrane}

A temperature of 10 mK is near the low end of dilution refrigeration. The assumption most clearly broken by silicon nitride membranes clamped on all sides is zero tension: even low-stress films carry roughly 100 MPa. For the intact example, this stress multiplies flexural emission by 0.93 at 10 mK and 0.64 at 1 mK, shifts comparable with or larger than the 10\% gain. At 10 MPa the factors are 0.99 and 0.93; at 1 MPa both are within 1\% of unity. The calculated ratios therefore describe a membrane free of tension, and should not be applied to a clamped, stressed film without recalculating both membranes. Releasing only some of the sides may not be enough. In the intact membrane, tension parallel to the emitting edge lowers the emission by the full factors above even if no other tension remains: at given frequency the largest $k_y$ occurs at $k_x=0$, where only that tension acts.

Finite thickness matters less for the intact membrane: the Rayleigh--Lamb equation raises $k$ by 0.3\% at 10 mK and 2.6\% at 100 mK, at the mean frequency. In the ligaments, thin-plate theory overestimates torsional stiffness by about 16\% of its thin-strip value. If the whole effective rigidity were lower by that fraction, the gain would rise by a factor $(1-0.158)^{-1/4}=1.04$. This overstates the correction, since twisting carries only part of the energy. A three-dimensional cell calculation, not included in the output below, lowers the axial rigidity ratio from 0.438 to 0.425 and raises the long-wave flexural gain from 1.100 to 1.108, a factor of 1.007.

Imperfect emitter contact, scattering by defects and tunnelling systems, rough hole walls and the finite membrane width are left out. An increase near 10\% could be hidden by any of them if they differ between the two membranes, so a comparison needs the same emitter, film thickness and stress state. The numerical output below gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus 250 GPa, Poisson ratio 0.25, density 3000 kg/m3
thickness 30 nm, period 300 nm, hole side 180 nm, ligament 120 nm
intact bending rigidity D = 6.0000e-13 N m
intact areal mass mu = 9.000e-05 kg/m2
temperature scale T0 = 6.930 mK
Gamma(5/2)zeta(5/2) = 1.78329; 2 zeta(3) = 2.40411
quadrature: emission factor for 16-fold mu/D = 2.000000
long-wave results by hole side/period (10x10 mesh):
 side  mass  D(0deg) D(45deg) gain_edge gain_avg gain_inplane
 0.2  0.960  0.9137  0.9153   1.0124    1.0122   1.0505
 0.4  0.840  0.6966  0.7090   1.0479    1.0456   1.2652
 0.6  0.640  0.4385  0.4687   1.0991    1.0903   1.8450
 0.8  0.360  0.2026  0.2354   1.1546    1.1344   3.7287
example: mass-only factor = 0.8944
example: rigidity-only factor = 1.2289
example: long-wave flexural gain, edge on axis = 1.0991
mesh 5x5: D(0)/D = 0.4410, D(45)/D = 0.4700, gain = 1.0976
mesh 10x10: D(0)/D = 0.4385, D(45)/D = 0.4687, gain = 1.0991
mesh 20x20: D(0)/D = 0.4375, D(45)/D = 0.4683, gain = 1.0997
gain shift, mesh 10 to 20: 0.06 %
flexural emission ratio, perforated/intact, from Bloch bands:
 T =     1 mK: ratio = 1.099, intact k*a = 0.55
 T =     2 mK: ratio = 1.098, intact k*a = 0.78
 T =     5 mK: ratio = 1.097, intact k*a = 1.23
 T =    10 mK: ratio = 1.082, intact k*a = 1.74
 T =    20 mK: ratio = 1.003, intact k*a = 2.46
 T =    50 mK: ratio = 0.827, intact k*a = 3.89
 T =   100 mK: ratio = 0.698, intact k*a = 5.50
ratio first falls to one at T = 20.4 mK
band-sum k-mesh shift at 10, 50 mK: 0.00, -0.09 %
band-sum element-mesh shift (5 to 10) at 10, 50 mK: 0.13, -0.19 %
intact flexural emission at 10 mK = 65.39 aW/um
perforated flexural emission at 10 mK = 70.78 aW/um
intact in-plane emission at 10 mK = 8.05 aW/um
total ratio with in-plane modes at 1, 10 mK: 1.127, 1.166
neglected effects:
 tension 1 MPa: intact flexural emission factor at 1, 10 mK = 0.991, 0.999
 tension 10 MPa: intact flexural emission factor at 1, 10 mK = 0.927, 0.991
 tension 100 MPa: intact flexural emission factor at 1, 10 mK = 0.635, 0.927
 finite thickness: k shift at 10, 100 mK = 0.26, 2.55 %
 ligament torsional stiffness overestimate = 15.8 % of thin-strip value
\end{verbatim}
